**KKR from the Kohn–Rostoker functional: numerical tests**

The program tests the reduction of the functional Λ = ⟨ψ|V|ψ⟩ − ⟨ψ|VGV|ψ⟩ to the secular equation det[A + κ cot η δ] = 0. Here G is the Bloch-periodic free Green function, A the matrix of structure constants, η the phase shifts and κ² = E the energy. It asserts that the volume and surface forms agree (the full matrix with both radii equal to s, and the free-space part for l = 0, 1, 2 on two different spheres), that A does not depend on the radius used to extract it, and that the secular determinant changes sign at the root. For a model simple cubic crystal, the second-band energy at l_max = 4 is 0.397478 Ry, within 5 × 10⁻⁷ Ry of a plane-wave diagonalization. The truncated energies are asserted to decrease as l_max grows. With radial functions from a well of the wrong depth, halving the depth error divides the functional's energy error by 4.12, whereas the error from wrong phase shifts is divided by 1.99. The program also asserts the predicted second-order coefficient for a fixed distortion of the wave function, to within 5% at the smallest distortion.

## Numerical verification

```python
"""Kohn-Rostoker functional and the KKR secular equation, tested numerically.

Units: H = -Laplacian + V, lengths in bohr, energies in Ry, E = kappa^2.
Lambda[psi] = <psi|V|psi> - <psi|V G V|psi>, G = Bloch-periodic Green function.
Result under test: for psi = sum_L i^l C_L R_l(r;E) Y_L the matrix of Lambda is
  -s^4 W[R_l,j_l] { A_LL' W[R_l',j_l'] + kappa delta_LL' W[R_l,n_l] },
with W[f,g] = f g' - f' g at the muffin-tin radius s, so that
  det( A_LL' + kappa cot(eta_l) delta_LL' ) = 0,
and an error in the trial function changes the energy in second order only.
A_LL' are the structure constants, eta_l the phase shifts, Y_L real harmonics.
"""
import math
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import lpmv, spherical_jn, spherical_yn

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
cell_a, s, depth0, LMAX = 6.0, 2.8, 2.0, 4
omega = cell_a**3
k_red = np.array([0.3, 0.2, 0.1])
L_of = np.array([l for l in range(LMAX + 1) for m in range(-l, l + 1)])


def gauss(n, lo, hi):
    t, w = np.polynomial.legendre.leggauss(n)
    return lo + (hi - lo) * (t + 1) / 2, w * (hi - lo) / 2


def potential(r, depth=depth0):
    return -depth * (1 - (r / s)**2)**3


def radial(l, E, r, depth=depth0):
    """Regular radial solution and its derivative, from the power series."""
    c = [1.0]
    for n in range(1, 40):
        src = sum(v * c[n - 1 - m] for m, v in enumerate((1, -3, 3, -1))
                  if n - 1 - m >= 0)
        c.append(s * s * (-E * c[n - 1] - depth * src) / (2*n * (2*n + 2*l + 1)))
    p = l + 2 * np.arange(40)
    x = np.atleast_1d(np.asarray(r, float))[:, None] / s
    c = np.array(c)
    return (x**p) @ c, (x**(p - 1.0)) @ (c * p) / s


def wronskians(l, E, r, depth=depth0):
    """W[R_l, j_l] and W[R_l, n_l] at radius r."""
    q = math.sqrt(E)
    R, dR = (float(v[0]) for v in radial(l, E, r, depth))
    return tuple(R * q * f(l, q * r, derivative=True) - dR * f(l, q * r)
                 for f in (spherical_jn, spherical_yn))


def reciprocal(kmax):
    n = int(kmax * cell_a / (2 * np.pi)) + 2
    g = np.arange(-n, n + 1)
    m = np.stack(np.meshgrid(g, g, g, indexing="ij"), -1).reshape(-1, 3)
    K = (m + k_red) * 2 * np.pi / cell_a
    return K[(K**2).sum(1) < kmax**2]


def harmonics(K):
    """Real orthonormal spherical harmonics of the directions of K."""
    ct = K[:, 2] / np.linalg.norm(K, axis=1)
    phi = np.arctan2(K[:, 1], K[:, 0])
    cols = []
    for l in range(LMAX + 1):
        for m in range(-l, l + 1):
            b = abs(m)
            norm = math.sqrt((2*l + 1) / (4*np.pi)
                             * math.factorial(l - b) / math.factorial(l + b))
            ang = 1.0 if m == 0 else math.sqrt(2) * (
                np.cos(b * phi) if m > 0 else np.sin(b * phi))
            cols.append(norm * lpmv(b, l, ct) * ang)
    return np.array(cols).T


# Structure constants: project G on smooth weights (r/R)^l (1-r^2/R^2)^n and
# subtract the free-space part kappa j_l(r<) n_l(r>).
NB = 6
K_big = reciprocal(20.0)
K_big_len = np.linalg.norm(K_big, axis=1)
Y_big = harmonics(K_big)
t_unit, w_unit = gauss(40, 0.0, 1.0)


def smear(l, K, R):
    z = K * R
    return R**3 * 2**NB * math.factorial(NB) * spherical_jn(l+NB+1, z) / z**(NB+1)


def smear_table(R):
    f = np.array([smear(l, K_big_len, R) for l in range(LMAX + 1)])
    return R, 4 * np.pi / math.sqrt(omega) * f[L_of].T * Y_big


def structure(E, table):
    R, B = table
    q = math.sqrt(E)
    S = (B / (E - K_big_len**2)[:, None]).T @ B
    free, proj = [], []
    for l in range(LMAX + 1):
        ro = R * t_unit
        ri = ro[:, None] * t_unit[None, :]
        inner = ((ri/R)**l * (1 - (ri/R)**2)**NB * ri**2
                 * spherical_jn(l, q * ri)) @ w_unit * ro
        outer = (ro/R)**l * (1 - (ro/R)**2)**NB * ro**2 * spherical_yn(l, q * ro)
        free.append(2 * q * R * np.sum(w_unit * outer * inner))
        proj.append(smear(l, q, R))
    free, proj = np.array(free)[L_of], np.array(proj)[L_of]
    return (S - np.diag(free)) / np.outer(proj, proj)


table_main = smear_table(2.8)


def surface_matrix(E, lmax=LMAX, depth=depth0):
    n = (lmax + 1)**2
    w = np.array([wronskians(l, E, s, depth) for l in range(LMAX + 1)])[L_of][:n]
    A = structure(E, table_main)[:n, :n]
    return -s**4 * (np.outer(w[:, 0], w[:, 0]) * A
                    + math.sqrt(E) * np.diag(w[:, 0] * w[:, 1]))


# Volume functional straight from its definition, with the plane-wave sum for G.
K_vol = reciprocal(12.0)
K_len = np.linalg.norm(K_vol, axis=1)
Y_vol = harmonics(K_vol)
r_g, w_g = gauss(64, 0.0, s)
bessel = [spherical_jn(l, K_len[:, None] * r_g[None, :]) for l in range(LMAX + 1)]


def radial_set(E, depth=depth0):
    return [radial(l, E, r_g, depth)[0] for l in range(LMAX + 1)]


def source_waves(Rs):
    I = np.array([bessel[l] @ (w_g * r_g**2 * potential(r_g) * Rs[l])
                  for l in range(LMAX + 1)])
    return 4 * np.pi / math.sqrt(omega) * I[L_of].T * Y_vol


def volume_matrix(E, Rs):
    T = source_waves(Rs)
    d = np.array([np.sum(w_g * r_g**2 * potential(r_g) * R**2) for R in Rs])
    return np.diag(d[L_of]) - (T / (E - K_len**2)[:, None]).T @ T


poles = np.sort(K_len**2)[:2]
lo, hi = poles[0] + 1e-3, poles[1] - 1e-4


def root(matrix):
    return brentq(lambda E: np.linalg.eigvalsh(matrix(E))[-1], lo, hi, xtol=1e-13)


print(f"lattice constant {cell_a:.1f} bohr, sphere radius {s:.1f} bohr")
print(f"well depth {depth0:.1f} Ry, k = {k_red} in 2 pi/a")
print(f"free energies enclosing the level: {poles[0]:.6f}, {poles[1]:.6f} Ry")

# Structure constants must not depend on the radius used to extract them.
E_test = 0.45
q_test = math.sqrt(E_test)
jj = spherical_jn(L_of, q_test * s)
A1 = structure(E_test, table_main)
A2 = structure(E_test, smear_table(2.4))
dev_A = np.max(np.abs((A1 - A2) * np.outer(jj, jj)))
assert dev_A < 1e-6
print(f"test energy {E_test:.2f} Ry; A_00,00 = {A1[0, 0]:.6f} 1/bohr")
print(f"change of j A j with extraction radius: {dev_A:.1e} 1/bohr")

# Volume functional against double surface form, every matrix element.
M_vol, M_sur = volume_matrix(E_test, radial_set(E_test)), surface_matrix(E_test)
dev_M = np.max(np.abs(M_vol - M_sur))
assert dev_M < 1e-6 * max(1.0, np.max(np.abs(M_vol)))
print(f"Lambda_00,00 volume {M_vol[0, 0]:.7f}, surface {M_sur[0, 0]:.7f} Ry bohr^3")
print(f"largest volume-surface difference: {dev_M:.1e} Ry bohr^3")


# Two concentric spheres, one partial wave, free-space part of G.
def channel_volume(l, a, b):
    def f(r, kind):
        v = radial(l, E_test, r.ravel())[0].reshape(r.shape)
        return potential(r) * v * kind(l, q_test * r) * r**2
    ro, wo = gauss(50, 0.0, a)
    ri = ro[:, None] * t_unit
    rx = ro[:, None] + (b - ro)[:, None] * t_unit
    below = f(ri, spherical_jn) @ w_unit * ro
    above = f(rx, spherical_yn) @ w_unit * (b - ro)
    R = radial(l, E_test, ro)[0]
    double = q_test * np.sum(wo * (f(ro, spherical_yn) * below
                                   + f(ro, spherical_jn) * above))
    return np.sum(wo * potential(ro) * R**2 * ro**2) - double


def channel_surface(l, a, b):
    return (-q_test * a*a * b*b * wronskians(l, E_test, a)[0]
            * wronskians(l, E_test, b)[1])


for l in range(3):
    cv, cs = channel_volume(l, 2.0, 2.4), channel_surface(l, 2.0, 2.4)
    assert abs(cv - cs) < 1e-8 * max(1, abs(cv))
    print(f"l={l}, spheres 2.0/2.4 bohr: volume {cv:.8f}, surface {cs:.8f} Ry bohr^3")
limit = channel_volume(1, s, s)
for e in (0.1, 0.01):
    val = channel_surface(1, s - 2*e, s - e)
    print(f"l=1, spheres s-2e and s-e, e={e:.2f} bohr: {val:.8f} Ry bohr^3")
assert abs(val - limit) < 1e-4 * abs(limit)
print(f"l=1, volume value for both radii equal to s: {limit:.8f} Ry bohr^3")


# Partial waves of the twice differentiated Green function.
def second_derivative(l, a, b):
    return (q_test**3 * spherical_jn(l, q_test * a, derivative=True)
            * spherical_yn(l, q_test * b, derivative=True))


for l in (10, 40):
    one, two = second_derivative(l, s, s), second_derivative(l, 2.4, s)
    pre = l * (l + 1) / (2*l + 1)
    assert abs(one * s**3 / pre - 1) < 0.03
    assert abs(two / (pre * 2.4**(l-1) / s**(l+2)) - 1) < 0.03
    print(f"d2G l={l}: one sphere {one:.5f}, spheres 2.4/2.8 {two:.3e} bohr^-3")
jump = q_test * (spherical_jn(2, q_test*s) * q_test
                 * spherical_yn(2, q_test*s, derivative=True)
                 - spherical_yn(2, q_test*s) * q_test
                 * spherical_jn(2, q_test*s, derivative=True))
assert abs(jump * s**2 - 1) < 1e-10
print(f"jump of the normal derivative, l=2: {jump:.6f} bohr^-2")

# Independent energy: plane-wave diagonalization of -Laplacian + V.
K_pw = reciprocal(7.5)
z = np.sqrt(np.maximum(((K_pw[:, None, :] - K_pw[None, :, :])**2).sum(-1), 0)) * s
z = np.maximum(z, 1e-3)
H = -depth0 * 4*np.pi * s**3 / omega * 48 * spherical_jn(4, z) / z**4
H[np.diag_indices_from(H)] += (K_pw**2).sum(1)
E_pw_all, vec = eigh(H, subset_by_index=[0, 2])
E_pw, c_pw = E_pw_all[1], vec[:, 1]
inside_pw = c_pw @ ((4*np.pi * s**3 / omega * spherical_jn(1, z) / z) @ c_pw)
print(f"plane waves: {len(K_pw)}; bands 1-3: " +
      ", ".join(f"{e:.6f}" for e in E_pw_all) + " Ry")

# KKR roots, phase shifts and the weights of the partial waves.
E_l = [root(lambda E, n=n: surface_matrix(E, n)) for n in range(LMAX + 1)]
E_kkr = E_l[-1]
E0 = root(lambda E: volume_matrix(E, radial_set(E)))
assert abs(E0 - E_kkr) < 1e-6
assert all(x > y for x, y in zip(E_l, E_l[1:]))
assert abs(E_kkr - E_pw) < 2e-5


def secular_sign(E):
    w = np.array([wronskians(l, E, s) for l in range(LMAX + 1)])
    cot = (w[:, 1] / w[:, 0])[L_of]
    return np.linalg.slogdet(structure(E, table_main)
                             + math.sqrt(E) * np.diag(cot))[0]


assert secular_sign(E_kkr - 1e-5) * secular_sign(E_kkr + 1e-5) < 0
R0 = radial_set(E0)
C0 = np.linalg.eigh(volume_matrix(E0, R0))[1][:, -1]
wave = source_waves(R0) @ C0
cell_norm = np.sum(wave**2 / (E0 - K_len**2)**2)
weight = np.array([np.sum(C0[L_of == l]**2) * np.sum(w_g * r_g**2 * R0[l]**2)
                   for l in range(LMAX + 1)]) / cell_norm
assert abs(weight.sum() - inside_pw) < 1e-3
for l in range(LMAX + 1):
    wj, wn = wronskians(l, E_kkr, s)
    print(f"l={l}: phase shift {math.atan(wj / wn):.6f} rad, weight {weight[l]:.3e}")
for n in range(LMAX + 1):
    print(f"lmax={n}: E = {E_l[n]:.8f} Ry, E - E(plane waves) = {E_l[n]-E_pw:.2e} Ry")
print(f"KKR energy {E_kkr:.6f} Ry = {E_kkr * RY_EV:.5f} eV")
print(f"norm inside sphere: functional {weight.sum():.5f}, plane waves {inside_pw:.5f}")

# Radial functions of a wrong well depth: functional against plain secular equation.
var_err, plain_err = [], []
for eps in (0.2, 0.1, 0.05):
    d = depth0 * (1 + eps)
    var_err.append(root(lambda E: volume_matrix(E, radial_set(E, d))) - E0)
    plain_err.append(root(lambda E: surface_matrix(E, LMAX, d)) - E_kkr)
    print(f"depth error {eps:.2f}: functional {var_err[-1]:.4e} Ry, "
          f"wrong phase shifts {plain_err[-1]:.4e} Ry")
ratio_var, ratio_plain = var_err[1] / var_err[2], plain_err[1] / plain_err[2]
assert min(var_err) > 0
assert abs(ratio_var - 4) < 0.4 and abs(ratio_plain - 2) < 0.2
print(f"error ratio on halving: functional {ratio_var:.3f}, phase shifts {ratio_plain:.3f}")

# Coefficient of the second-order error for a fixed distortion t (r/s)^2 psi.
D = [R * (r_g / s)**2 for R in R0]
curvature = -(C0 @ volume_matrix(E0, D) @ C0) / cell_norm
for t in (0.04, 0.01):
    Rt = [R + t * d for R, d in zip(R0, D)]
    shift = brentq(lambda E: C0 @ volume_matrix(E, Rt) @ C0, lo, hi, xtol=1e-14) - E0
    print(f"distortion t={t:.2f}: shift {shift:.5e} Ry, predicted {curvature*t*t:.5e} Ry")
assert abs(shift / (curvature * t * t) - 1) < 0.05
print(f"predicted second-order coefficient: {curvature:.6f} Ry")

print("finished without a failed check")
```

Output:

```
lattice constant 6.0 bohr, sphere radius 2.8 bohr
well depth 2.0 Ry, k = [0.3 0.2 0.1] in 2 pi/a
free energies enclosing the level: 0.153527, 0.592176 Ry
test energy 0.45 Ry; A_00,00 = -0.136875 1/bohr
change of j A j with extraction radius: 1.9e-10 1/bohr
Lambda_00,00 volume 0.0301375, surface 0.0301375 Ry bohr^3
largest volume-surface difference: 5.0e-10 Ry bohr^3
l=0, spheres 2.0/2.4 bohr: volume -0.09054390, surface -0.09054390 Ry bohr^3
l=1, spheres 2.0/2.4 bohr: volume -0.10549329, surface -0.10549329 Ry bohr^3
l=2, spheres 2.0/2.4 bohr: volume -0.05770307, surface -0.05770307 Ry bohr^3
l=1, spheres s-2e and s-e, e=0.10 bohr: -0.12621936 Ry bohr^3
l=1, spheres s-2e and s-e, e=0.01 bohr: -0.12638900 Ry bohr^3
l=1, volume value for both radii equal to s: -0.12638902 Ry bohr^3
d2G l=10: one sphere 0.23475, spheres 2.4/2.8 6.009e-02 bohr^-3
d2G l=40: one sphere 0.92133, spheres 2.4/2.8 2.270e-03 bohr^-3
jump of the normal derivative, l=2: 0.127551 bohr^-2
plane waves: 1541; bands 1-3: -0.123970, 0.397477, 0.642642 Ry
l=0: phase shift 1.473236 rad, weight 1.557e-01
l=1: phase shift 0.171722 rad, weight 2.383e-01
l=2: phase shift 0.005975 rad, weight 2.413e-02
l=3: phase shift 0.000167 rad, weight 3.366e-03
l=4: phase shift 0.000003 rad, weight 1.326e-04
lmax=0: E = 0.44173241 Ry, E - E(plane waves) = 4.43e-02 Ry
lmax=1: E = 0.39977123 Ry, E - E(plane waves) = 2.29e-03 Ry
lmax=2: E = 0.39765208 Ry, E - E(plane waves) = 1.75e-04 Ry
lmax=3: E = 0.39748213 Ry, E - E(plane waves) = 4.69e-06 Ry
lmax=4: E = 0.39747793 Ry, E - E(plane waves) = 4.91e-07 Ry
KKR energy 0.397478 Ry = 5.40796 eV
norm inside sphere: functional 0.42170, plane waves 0.42173
depth error 0.20: functional 1.2163e-03 Ry, wrong phase shifts -4.4534e-02 Ry
depth error 0.10: functional 2.8696e-04 Ry, wrong phase shifts -2.2651e-02 Ry
depth error 0.05: functional 6.9700e-05 Ry, wrong phase shifts -1.1408e-02 Ry
error ratio on halving: functional 4.117, phase shifts 1.985
distortion t=0.04: shift 6.75833e-06 Ry, predicted 6.86804e-06 Ry
distortion t=0.01: shift 4.27525e-07 Ry, predicted 4.29252e-07 Ry
predicted second-order coefficient: 0.004293 Ry
finished without a failed check
```
